# Onset of Island Nucleation on Vicinal Surfaces and Its Logarithmic Correction

## A ratio slightly too large

On a model surface with a diffusion barrier of 0.40 eV, heating from 300 K to 400 K raises the ratio of diffusion constant to deposition flux, $D/F$, by a factor 47.85. The terrace width at which islands begin to nucleate between the steps grows by a factor 1.9485. The sixth root of 47.85 is 1.905. A power law with exponent $1/6$ therefore accounts for most of the growth, but leaves 2.3% unexplained. The power comes from the adatom density on a terrace, and the excess from a logarithm in the rate at which two adatoms meet in two dimensions.

## Model and separation of times

Lengths are in lattice spacings and areas in sites. Straight steps bound terraces of width $L$. The flux $F$ is in monolayers per second, which is atoms per site per second. An adatom hops at total rate $h$ to its four neighbours. Its mean square displacement is $ht=4Dt$, so $D=h/4$.

Both edges of a terrace are perfect sinks, nothing evaporates, and two adatoms that meet form an immobile, stable nucleus. In the lattice calculations below, "meeting" means arriving at the same site.

All deposited atoms eventually join the crystal, so a step advances at speed $v=FL$ and crosses one terrace width in the layer time $1/F$. Diffusion across a terrace takes a time of order $L^2/D$. The ratio of the two times, $FL^2/D=vL/D$, is small in the regime considered. The adatom density $n$ then follows the steps quasi-statically, and the drift caused by step motion can be dropped:

$$D\,n''(x)+F=0,\qquad n(0)=n(L)=0 .$$

Integrating twice gives $n=-Fx^2/(2D)+Ax+B$. The condition at $x=0$ gives $B=0$, and that at $x=L$ gives $A=FL/(2D)$. Hence

$$n(x)=\frac{F}{2D}\,x(L-x),\qquad \bar n=\frac{F}{2DL}\left(\frac{L^3}{2}-\frac{L^3}{3}\right)=\frac{FL^2}{12D}.$$

## Leading power

Nucleation needs two adatoms, so its rate per site is written $\sigma D n^2$, with a dimensionless capture number $\sigma$. The integral over the terrace is

$$\int_0^L n^2dx=\frac{F^2}{4D^2}\int_0^L(L^2x^2-2Lx^3+x^4)\,dx
=\frac{F^2L^5}{4D^2}\left(\frac13-\frac12+\frac15\right)=\frac{F^2L^5}{120D^2}.$$

The nucleation rate per unit step length is therefore $\sigma F^2L^5/(120D)$. Multiplying by a length $L$ along the step and by the layer time $1/F$ gives the number of nuclei per $L\times L$ piece of terrace per layer:

$$\nu=\frac{\sigma F L^6}{120D}.$$

The onset width $L_c$ is defined by $\nu=1$:

$$L_c=\left(\frac{120\,D}{\sigma F}\right)^{1/6}.$$

If $\sigma$ were constant, this would be the pure one-sixth law. The formula for $\nu$ is a dilute result: it leaves out the loss of adatoms to nucleation itself and their capture by islands already present.

## The capture number

Let $P(\mathbf r_1,\mathbf r_2)$ be the density of ordered adatom pairs. A pair arises when one atom is present and the other lands. Let $r(x)$ be the rate density at which ordered pairs react on contact. With third atoms neglected, the stationary balance is

$$D(\nabla_1^2+\nabla_2^2)P+F\,n(x_1)+F\,n(x_2)-r(x_1)\,\delta^2(\mathbf r_1-\mathbf r_2)=0 .$$

Without reaction, $P=n(x_1)n(x_2)$ is a solution, because $Dn''=-F$ makes the derivative terms cancel the sources. Writing $P=n(x_1)n(x_2)-Q$ leaves an equation for the deficit $Q$:

$$D(\nabla_1^2+\nabla_2^2)Q=-r(x_1)\,\delta^2(\mathbf r_1-\mathbf r_2).$$

In terms of the separation $\boldsymbol\rho=\mathbf r_1-\mathbf r_2$ and the midpoint $\mathbf X$, $\nabla_1=\tfrac12\nabla_X+\nabla_\rho$ and $\nabla_2=\tfrac12\nabla_X-\nabla_\rho$. The squares add to $2\nabla_\rho^2+\tfrac12\nabla_X^2$, so the separation diffuses with constant $2D$. Near contact the $\rho$ derivatives dominate. Since $\nabla_\rho^2\ln\rho=2\pi\delta^2(\boldsymbol\rho)$, the singular part of $Q$ is $-(r/4\pi D)\ln\rho$.

The terrace supplies the length that makes the logarithm dimensionless. If all coordinates are measured in units of $L$, the factor $L^{-2}$ from the derivatives cancels the $L^{-2}$ from the delta function, and $L$ drops out of the equation. Close to contact, therefore,

$$Q=\frac{1}{4\pi D}\left[r\ln\frac{L}{\rho}+Kr\right].$$

Here $K$ is a linear operator on functions of $x/L$. It describes the steps and the reactions elsewhere on the terrace, and does not contain $L$.

The pair density must vanish at an effective contact distance $r_0$, a fixed number of lattice spacings set by the contact rule, so $Q=n^2$ there. With $\ell=\ln(L/r_0)$,

$$(\ell+K)\,r=4\pi D\,n^2,\qquad r=4\pi D\left[\frac{n^2}{\ell}-\frac{Kn^2}{\ell^2}+O(\ell^{-3})\right].$$

Each nucleation event appears twice among ordered pairs, so the rate per unit step length is $\tfrac12\int r\,dx$. Setting this equal to $\sigma D\int n^2dx$, and defining $\kappa=\int Kn^2dx/\int n^2dx$, gives

$$\sigma=\frac{2\pi}{\ell}\left[1-\frac{\kappa}{\ell}+O(\ell^{-2})\right]=\frac{2\pi}{\ell+\kappa}\left[1+O(\ell^{-2})\right].$$

The constants combine into one number through $\ell+\kappa=\ln(\Lambda L)$:

$$\sigma\simeq\frac{2\pi}{\ln(\Lambda L)},\qquad \ln\Lambda=\kappa-\ln r_0 .$$

The constant $\Lambda$ depends on the contact rule and has to be computed. For same-site contact, the lattice version of the pair equation was solved on an infinitely long terrace. A Green function built from sine modes across the terrace gives the deficit produced by a reaction at each position. A linear system then fixes the reaction rates that make $P$ vanish at contact. Their sum gives $\sigma$, and $\Lambda=e^{2\pi/\sigma}/L$ follows:

| $L$ (sites) | $\sigma$ | $\Lambda$ |
|---:|---:|---:|
| 8 | 2.076 | 2.579 |
| 32 | 1.422 | 2.592 |
| 128 | 1.082 | 2.593 |

While $\sigma$ falls by almost half, $\Lambda$ changes by about 0.5%. The expansion allows relative corrections of order $\ell^{-2}$ to $\sigma$; the numbers show that they are small here.

## Onset width with its first correction

Inserting $\sigma$ into $\nu=1$ gives an implicit equation:

$$L_c^6=\frac{60}{\pi}\,\frac{D}{F}\,\ln(\Lambda L_c).$$

For very large $D/F$, the ratio of $\ln(\Lambda L_c)$ to $\tfrac16\ln(D/F)$ tends to one, so the leading asymptotic form is

$$L_c\sim\left[\frac{10}{\pi}\,\frac DF\,\ln\frac DF\right]^{1/6}.$$

The local exponent follows from the logarithm of the implicit equation,

$$6\ln L_c-\ln\ln(\Lambda L_c)=\ln\frac{60}{\pi}+\ln\frac DF .$$

Differentiating with respect to $\ln L_c$ and inverting gives

$$\frac{d\ln L_c}{d\ln(D/F)}=\frac{1}{6-1/\ln(\Lambda L_c)} .$$

This exceeds $1/6$ and approaches it slowly. At $L_c=90$ sites it is 0.1719, compared with 0.1667.

## The numbers at 300 K and 400 K

The example uses round model parameters: an attempt rate of $10^{13}\ \mathrm{s^{-1}}$, a barrier of 0.40 eV, a flux of 0.01 monolayer/s, a lattice spacing of 0.25 nm and a step height of 0.20 nm. At 300 K, $k_BT=0.02585$ eV and

$$h=10^{13}\,e^{-0.40/0.02585}\ \mathrm{s^{-1}}\approx1.907\times10^6\ \mathrm{s^{-1}},\qquad
\frac DF=\frac{h}{4F}=4.767\times10^7 .$$

The leading form, with $\ln(D/F)=17.68$, gives 37.3 sites. Putting this value into the logarithm of the implicit equation gives

$$L_c\approx\left[19.10\times4.767\times10^7\times\ln(2.593\times37.3)\right]^{1/6}\approx40.1 .$$

One more iteration gives 40.2 sites, or 10.05 nm. The numerical pair solution, interpolated between integer widths, gives the same value. The corresponding miscut angle is $\arctan(0.20/10.05)=1.14^\circ$. The bare quantity $(D/F)^{1/6}$ is 19.0 sites; the factor $(120/\sigma)^{1/6}$, with $\sigma=1.352$, supplies the rest.

The mean adatom density at this width is $40.22^2/(12\times4.767\times10^7)=2.8\times10^{-6}$ per site. The ratio $FL_c^2/D$ is twelve times larger, $3.4\times10^{-5}$, which justifies the quasi-static density.

At 400 K, $D/F=2.281\times10^9$, $\sigma=1.182$ and $L_c=78.4$ sites, or 19.6 nm. The corresponding miscut is $0.58^\circ$. The ratio of the two onset widths now splits into two factors:

$$\frac{L_c(400\ \mathrm K)}{L_c(300\ \mathrm K)}=(47.85)^{1/6}\left(\frac{1.352}{1.182}\right)^{1/6}=1.9054\times1.0226=1.9485 .$$

The second factor is the excess noted at the start. On a wider terrace the capture number is smaller, so the terrace must be slightly wider still to produce one nucleus.

The assumption of stable pairs limits the example. A third adatom reaches a pair at a rate of order $D\bar n=FL_c^2/12$, about $1\ \mathrm{s^{-1}}$ at 300 K and $5\ \mathrm{s^{-1}}$ at 400 K. Suppose that a pair with bond energy $E_b$ breaks up at a rate of order $10^{13}\,e^{-(0.40\,\mathrm{eV}+E_b)/k_BT}\ \mathrm{s^{-1}}$. It then outlasts the wait only if $E_b$ exceeds about 0.4 eV at 300 K and 0.6 eV at 400 K. For weaker bonds the widths above do not apply.

## What changes at the onset

The sixth power makes nucleation rare well below $L_c$. At 300 K and $L=20$ sites, about half the onset width, $\nu=0.018$. The few nuclei are overtaken by the advancing step.

Above $L_c$ the dilute count must fail. A kinetic Monte Carlo simulation that follows every hop shows how. It has a straight moving step 64 sites long and islands that occupy one site each, whatever their size. The table gives the share of deposited atoms caught by islands, and the number of nuclei relative to the dilute formula, for $D/F=4.5\times10^3$, where $L_c=8$ sites:

| $L/L_c$ | island share | nuclei / dilute count |
|---:|---:|---:|
| 0.5 | 0.005 | 1.01 |
| 1 | 0.09 | 0.82 |
| 2 | 0.51 | 0.20 |
| 3 | 0.68 | 0.05 |

For $D/F=2.4\times10^5$, where $L_c=16$ sites, the shares at the first three ratios are 0.002, 0.07 and 0.47. Thus $L_c$ marks the onset of nucleation. With one-site islands, steps still take about 90% or more of the deposit there, and islands take about half near $2L_c$. An island that spreads as it grows captures more, so these shares do not carry over to extended islands. The change is a smooth crossover.

## The wide-terrace limit

Far above $L_c$ the steps can be ignored, and islands of density $N$ are the main sinks. In a mean-field description with capture number $\sigma_i$ per island, the quasi-static balance is $F=\sigma_iDnN$, so $n=F/(\sigma_iDN)$. Nucleation then obeys

$$\frac{dN}{dt}=\sigma Dn^2=\frac{\sigma F^2}{\sigma_i^2DN^2}.$$

Multiplying by $N^2$ and integrating from a negligible initial density, with slowly varying capture numbers held fixed, gives $N^3/3=\sigma F^2t/(\sigma_i^2D)$. At coverage $\theta=Ft$,

$$N=\left(\frac{3\sigma\theta}{\sigma_i^2}\,\frac FD\right)^{1/3},\qquad N^{-1/2}\propto\left(\frac DF\right)^{1/6}.$$

Apart from logarithms, the island spacing on a wide terrace scales like the onset width. This holds once islands capture most of the newly deposited atoms, and before islands merge. The crossover occurs when the terrace width is within a factor of a few of the spacing that islands would choose without steps. At 300 K, with $\sigma_i$ between 1.3 and 3 and $\theta$ between 0.1 and 0.5, the formula gives 18 to 32 sites, below $L_c=40$.

## When the descending edge reflects

The prefactor depends on the edges. Suppose that a barrier at the descending edge, $x=L$, reflects every adatom. The conditions become $n(0)=0$ and $n'(L)=0$, and the density is $n=Fx(2L-x)/(2D)$. This is half of the profile on a terrace of width $2L$ with two sinks. Hence

$$\int_0^Ln^2dx=\frac12\,\frac{F^2(2L)^5}{120D^2}=16\,\frac{F^2L^5}{120D^2}.$$

At fixed $\sigma$, $\nu$ is sixteen times larger and $L_c$ smaller by $16^{1/6}\approx1.59$. The capture number does not stay fixed, however. The lattice pair equation with a reflecting edge gives a $\Lambda$ about five times larger, drifting from 12.7 to 13.9 between $L\approx8$ and $L\approx110$, and an onset width of 26.3 sites at 300 K, smaller by a factor 1.53. The one-sixth power with its logarithmic correction survives. If most pairs break up before a third adatom reaches them, the rate is no longer proportional to $n^2$, and the exponent itself has to be derived anew.
